\section*{Why a shorter luminescence lifetime near metal need not mean brighter emission}

\section*{Question}

I am modelling a green phosphorescent film of the kind used in organic LEDs. With a flat silver surface 10 nm from the emitters, the calculated lifetime drops from 1000 ns to 176 ns. The excited state decays 5.7 times faster, and I have read this as a Purcell enhancement that makes the film brighter. Is that inference sound? If not, what must I know besides the lifetime?

\section*{Answer}

The inference is not sound. A lifetime gives the sum of all decay rates, whereas brightness depends on the part that ends as photons in the far field.

\subsection*{Rate balance}

Let $\tau_0$ be the lifetime and $q$ the quantum yield without metal. The radiative rate is then $q/\tau_0$ and the internal nonradiative rate is $(1-q)/\tau_0$. The metal multiplies the electromagnetic decay rate by $F$. Of this factor, $R$ reaches the far field and $Q=F-R$ heats the metal. Without metal $F=R=1$. If the internal rate is unchanged,
\begin{equation}
\frac1\tau=\frac{1-q+qF}{\tau_0}.
\end{equation}
One excitation survives to time $t$ with probability $e^{-t/\tau}$, so it yields
\begin{equation}
\int_0^\infty \frac{qR}{\tau_0}\,e^{-t/\tau}\,dt=qR\,\frac{\tau}{\tau_0}
\end{equation}
photons. Dividing by $q$, the yield without metal, gives
\begin{equation}
B=R\,\frac{\tau}{\tau_0}=\frac{R}{1-q+qF}.
\label{B}
\end{equation}
At a fixed number of excitations, emission is brighter only if $R>\tau_0/\tau$. If $q$ is known, the lifetime gives $F$, but it does not give $R$.

\subsection*{The total factor $F$}

Put the dipole $p$ at height $d$ above a thick, flat, local metal of permittivity $\epsilon_2$, in a lossless medium of permittivity $\epsilon_1$ and wavenumber $k$. In weak coupling the golden-rule rate and the power of a classical dipole are proportional to the same quantity, the out-of-phase field response at the emitter. Their ratios to the metal-free values are therefore equal.

Use the time factor $e^{-i\omega t}$. Let $ks$ be the in-plane wavenumber and $kc$ the vertical one, with $c=\sqrt{1-s^2}$ and $\mathrm{Im}\,c\ge0$. For each in-plane wavevector, with direction $\hat\kappa$, the wave equation with a point source gives outgoing waves of amplitude
\begin{equation}
\frac{ik^2(\mathbf e\cdot\mathbf p)}{2\epsilon_0\epsilon_1\,kc}.
\end{equation}
The polarization vector $\mathbf e$ is either the horizontal vector normal to $\hat\kappa$ (s), or $\mathbf e_\mp=\pm c\hat\kappa+s\hat z$ (p), with the upper sign for downward waves.

For a vertical dipole, emission and return each contribute a factor $s$, and the round trip contributes $r_pe^{2ikdc}$. The field is the integral of these waves over $d^2K/(2\pi)^2$, which becomes $k^2s\,ds/(2\pi)$ after the integral over direction. The reflected field at the dipole is therefore
\begin{equation}
E_z=\frac{ik^3p}{4\pi\epsilon_0\epsilon_1}\int_0^\infty\frac{s^3}{c}\,r_pe^{2ikdc}\,ds .
\end{equation}
The power is $\tfrac{\omega}{2}\mathrm{Im}(p^*E_z)$. The dipole's own field follows by replacing $r_pe^{2ikdc}$ with 1. The real part of the resulting integral comes from $s<1$ alone, where $\int_0^1 s^3/c\,ds=2/3$. Dividing by this reference gives
\begin{equation}
F_\perp=1+\frac32\,\mathrm{Re}\int_0^\infty\frac{s^3}{c}\,r_pe^{2ikdc}\,ds .
\label{Fperp}
\end{equation}
For a horizontal dipole the s-wave factor is $\sin^2\phi$. The p-wave factor is $(c\cos\phi)(-c\cos\phi)$, because $\mathbf e_+$ and $\mathbf e_-$ have opposite horizontal parts. Averaging over $\phi$ gives $1/2$ for each squared function:
\begin{equation}
F_\parallel=1+\frac34\,\mathrm{Re}\int_0^\infty\frac{s}{c}\,(r_s-c^2r_p)e^{2ikdc}\,ds .
\end{equation}

Let $\varepsilon=\epsilon_2/\epsilon_1$ and $m=\sqrt{\varepsilon-s^2}$ with $\mathrm{Im}\,m>0$. Continuity of tangential fields requires $1+r_s=t_s$ and $c(1-r_s)=mt_s$ for s waves. For the magnetic field of p waves it requires $1+r_p=h$ and $c(1-r_p)=(m/\varepsilon)h$. Eliminating $t_s$ and $h$,
\begin{equation}
r_s=\frac{c-m}{c+m},\qquad r_p=\frac{\varepsilon c-m}{\varepsilon c+m}.
\end{equation}

\subsection*{The photon factor $R$}

Waves with $s>1$ decay away from the surface, so the far field contains $s<1$ alone. The direct and reflected upward waves interfere, and the vertical flux is proportional to $c$ times the squared amplitude. Without metal the upward half-space must receive $1/2$, which fixes the prefactors:
\begin{align}
R_\perp&=\frac34\int_0^1\frac{s^3}{c}\,|1+r_pe^{2ikdc}|^2ds,\\
R_\parallel&=\frac38\int_0^1\frac{s}{c}\Big[|1+r_se^{2ikdc}|^2+c^2|1-r_pe^{2ikdc}|^2\Big]ds.
\end{align}
A passive metal has $|r_{s,p}|\le1$ for $s<1$, so each squared modulus is at most 4. Hence $R\le 4\times\tfrac12=2$, and
\begin{equation}
B\le 2\,\tau/\tau_0 .
\end{equation}
With the medium unbounded above the metal, a lifetime cut to less than half proves that fewer photons leave per excitation than without metal. The proof does not cover light that leaves a thin film into air, because interference between the two surfaces can raise the share that escapes. For your film, if reflections from its far side are neglected, $B\le2\times0.176=0.352$ before any integral is evaluated.

\subsection*{Where the rest goes}

Subtract $R_\perp$ from $F_\perp$. For $s<1$, write $z=r_pe^{2ikdc}$, so that $|z|=|r_p|$. The integrands combine as
\begin{equation}
\tfrac32(1+\mathrm{Re}\,z)-\tfrac34(1+2\,\mathrm{Re}\,z+|z|^2)=\tfrac34(1-|r_p|^2),
\end{equation}
which is ordinary absorption of light striking the metal. For $s>1$, put $c=i\alpha$. Since $\mathrm{Re}(-ir_p)=\mathrm{Im}\,r_p$,
\begin{equation}
Q_\perp=\frac34\int_0^1\frac{s^3}{c}(1-|r_p|^2)ds+\frac32\int_1^\infty\frac{s^3}{\alpha}\,\mathrm{Im}(r_p)\,e^{-2kd\alpha}ds .
\end{equation}
The second term is energy transfer through the near field. As a test, the Joule heat was integrated over the metal from the transmitted field and added to $R$. At $d=2$, 5, 10, 60 and 160 nm, for both orientations, the sum agreed with $F$ to about $10^{-15}$ of $F$.

The near-field term has two prominent parts. One is the surface plasmon, at the zero of the denominator of $r_p$. Squaring $\varepsilon c=-m$ gives $\varepsilon^2(1-s^2)=\varepsilon-s^2$, hence $s^2=\varepsilon/(\varepsilon+1)$. The other is the large-$s$ region, where $\alpha\simeq s$ and $m\simeq is$, so that $r_p\to(\varepsilon-1)/(\varepsilon+1)$. It dominates as $d\to0$:
\begin{equation}
Q_\perp\simeq\frac32\,\mathrm{Im}\frac{\varepsilon-1}{\varepsilon+1}\int_0^\infty s^2e^{-2kds}ds
=\frac{3}{8(kd)^3}\,\mathrm{Im}\frac{\varepsilon-1}{\varepsilon+1},
\label{near}
\end{equation}
because the integral is $2/(2kd)^3$. For a horizontal dipole $r_s\to0$ and the prefactor $3/4$ replaces $3/2$, which halves the result. The orientational mean $(Q_\perp+2Q_\parallel)/3$ therefore has prefactor $1/4$. Since $F$ grows as $d^{-3}$ while $R\le2$, both $\tau$ and $B$ vanish as the emitter approaches the metal in this local model.

\subsection*{Your film}

I take rough typical values: wavelength 520 nm, film index 1.75, silver permittivity $-10+0.8i$ and $q=0.8$. I assume that each excitation samples all dipole orientations quickly compared with its lifetime, so $F$ and $R$ are averaged over orientation. At 10 nm, $F=6.868$ and $R=0.456$. Then
\begin{equation}
\frac{\tau}{\tau_0}=\frac{1}{0.2+0.8\times6.868}=0.176,\qquad B=0.456\times0.176=0.080 .
\end{equation}
The decay is 5.7 times faster, yet the photon number falls by a factor of 12. Of all excitations, 6.4\% become far-field photons, 90\% heat the metal and 3.5\% are lost internally.

The heat factor is 0.03 from $s<1$, 3.4 from $1<s<2$ and 2.9 from $s>2$. The middle window contains the plasmon, at $s=1.20$. The static law gives $0.1005/(4\times0.2115^3)=2.7$, less than half of the total, so 10 nm is not yet in the $d^{-3}$ regime.

\begin{center}
\begin{tabular}{rrrrr}
$d$ (nm) & $F$ & $R$ & $\tau$ (ns) & $B$\\ \hline
5 & 26.7 & 0.42 & 46 & 0.019\\
10 & 6.87 & 0.46 & 176 & 0.080\\
20 & 3.47 & 0.55 & 336 & 0.18\\
60 & 1.66 & 0.86 & 655 & 0.56\\
160 & 0.86 & 0.78 & 1130 & 0.88
\end{tabular}
\end{center}

Here $B$ compares with photons sent in all directions. Compared with the upward half alone, it doubles: 0.16 at 10 nm, but 1.12 at 60 nm. A one-sided detector can thus see a gain because the metal acts as a reflector, even when the total photon number has fallen.

\subsection*{One lifetime, two opposite outcomes}

Replace silver by an ideal mirror, $r_p=1$, with a vertical dipole. In \eqref{Fperp}, $s^3ds/c$ becomes $(1-c^2)dc$, and the evanescent part vanishes because $r_p$ is real. With $x=2kd$, integration by parts gives
\begin{equation}
\int_0^1(1-c^2)\cos(xc)\,dc=\frac2x\int_0^1c\sin(xc)\,dc=2\left(\frac{\sin x}{x^3}-\frac{\cos x}{x^2}\right),
\end{equation}
so $F_\perp=R_\perp=1+3(\sin x/x^3-\cos x/x^2)$. At 20 nm this is 1.93, and with $q=0.8$ the lifetime is 573 ns. A vertical dipole about 58 nm from silver has the same $F$ and the same lifetime. The mirror gives $B=1.11$ and silver gives $B=0.0045$. In the silver case $R=0.008$: direct and reflected waves nearly cancel over the angles that matter, while the near field still feeds the metal. This distance lies near the minimum of $R_\perp$, which is 0.080 at 40 nm and 0.065 at 80 nm.

Shortening does not prove dimming either. A horizontal dipole with $q=0.2$, 60 nm from silver, has $F=1.58$ and $R=1.28$. Its lifetime falls to 0.90 of $\tau_0$, and $B=1.15$.

\subsection*{What to measure}

After a short pulse that creates the same number of excitations with and without metal, the ratio of initial far-field intensities is $R$, and the ratio of time-integrated intensities is $B$. Both must be collected over all far-field directions in the emitter's medium. Only part of this light leaves a flat film that ends at air, and reflections at that surface change the emission, so ratios measured in air can differ strongly from $R$ and $B$. Equal incident pump power does not ensure equal excitation. For a 405 nm pump at normal incidence, with rough film index 1.8 and silver permittivity $-4.5+0.2i$, the pump intensity at 10 nm is 2.7 times that of the same beam without metal, if reflection at the film's air surface is neglected. With that reflection the factor depends on film thickness and on the reference: it can lie between about 1.7 and 5 against a thick film without metal, and between about 1.0 and 3.5 against a free-standing film of the same thickness.

Continuous pumping adds another condition. Let an unexcited emitter be excited at rate $G/\tau_0$, and let $n$ be the excited fraction. Balance requires $G(1-n)=n\tau_0/\tau$, so $n=G/(G+\tau_0/\tau)$, and the flux ratio is
\begin{equation}
R\,\frac{G+1}{G+\tau_0/\tau}.
\end{equation}
It tends to $B=0.080$ for weak pumping and to $R=0.46$ at saturation, where fast decay no longer empties the excited state.

\subsection*{Relation to a real device}

The optical constants are rough values for an organic film on silver, and the result depends strongly on distance: at 40 nm the model gives $B=0.38$. A real film also ends at an air interface, which the model omits. With the same $q$ and $\tau_0$, this interface changes the 176 ns lifetime by only a few percent in films at least 60 nm thick, but in a 20 nm film with the emitters at mid-height the lifetime would be about 320 ns. Counting photons inside the air escape cone alone, against the same upward cone without metal, changes the 10 nm ratio from 0.16 to 0.28. At saturation the cone ratio is 1.6, a gain within this model. Multiple reflections are not included; their effect depends on film thickness and on the reference. For thicknesses from 20 to 700 nm, against a thick film without metal, they can lower both cone ratios by about a quarter or nearly double them. Against a free-standing film of the same thickness, the 0.28 ranges from about 0.10 to 0.30 and the 1.6 from about 0.7 to 2.4, so the gain at saturation can disappear. Electrical injection and annihilation between excited molecules, which matters near saturation, are also left out.

The yield matters too: at 10 nm, $q=0.5$ instead of 0.8 gives $B=0.116$. With $q=0.8$, frozen random orientations give 0.092, and halving or doubling the metal loss gives 0.104 or 0.056. Tabulated silver data differ by this much or more: a permittivity of $-11+0.33i$ gives a lifetime of about 270 ns in place of 176 ns, and $B=0.125$. Reducing the distance by 0.38 nm, the length an electron at the Fermi speed travels in time $1/\omega$, gives 0.075. This shows how sensitive the result is to a subnanometre change in distance; it does not estimate the size or sign of the nonlocal response, which the local model omits. The program prints further variations.

The geometry matters as well. A plasmon with $s>1$ cannot match a propagating wave at a flat surface, so I count its energy as lost. A grating or roughness can supply the missing in-plane momentum and return part of it as light. The bound $R\le2$ does not then apply, and $R$ must be found for that structure.

\section*{Calculated quantities}
\begin{verbatim}
wavelength 520 nm; photon energy 2.384 eV
film refractive index 1.75; metal permittivity -10.0+0.8i
yield without metal 0.80; lifetime 1000 ns
wavenumber in film 0.02115 1/nm; main distance 10 nm
perpendicular F, R: 12.657, 0.394
parallel F, R: 3.974, 0.487
orientation-mean F, R: 6.868, 0.456
lifetime near metal 175.6 ns; lifetime ratio 0.1756
photons per excitation 0.0640; ratio to all photons without metal 0.0800
ratio to upward photons without metal 0.1600
final probabilities photon, metal, internal: 0.0640, 0.9009, 0.0351
heat factor from propagating waves 0.0251
heat factor from k to 2k 3.4476
heat factor above 2k 2.9397
plasmon wavenumber/k 1.1984; loss peak 1.1993
distance nm | F | R | lifetime ns | photon ratio
  5 | 26.653 | 0.415 | 46.5 | 0.0193
 10 | 6.868 | 0.456 | 175.6 | 0.0800
 20 | 3.468 | 0.547 | 336.2 | 0.1841
 40 | 2.172 | 0.734 | 516.2 | 0.3787
 60 | 1.659 | 0.859 | 654.6 | 0.5621
 80 | 1.347 | 0.885 | 782.7 | 0.6923
160 | 0.856 | 0.781 | 1130.4 | 0.8826
flux ratio at pump 0.0001, 1, 10000 per tau0: 0.0800, 0.1361, 0.4554
equal-lifetime pair: 573.3 ns, F 1.9303
ideal mirror: distance 20.0 nm, R 1.9303, photon ratio 1.1067
silver: distance 57.75 nm, R 0.0079, photon ratio 0.0045
low-yield parallel case: q 0.20, distance 60 nm
its F, R: 1.5840, 1.2847; lifetime ratio 0.8954; photon ratio 1.1503
largest relative energy-balance error 1.3e-15
static response Im[(e-1)/(e+1)] 0.10047
heat/static law at 0.5 nm, perp and parallel: 1.00106, 1.00063
power of distance in near-zone yield 3.0073
photon ratio, frozen random orientations 0.0922
photon ratio, uniform layer 5 to 15 nm 0.0787
photon ratio, metal loss halved, doubled: 0.1038, 0.0556
photon ratio at 490, 550 nm: 0.0666, 0.0914
photon ratio at film index 1.65, 1.85: 0.0854, 0.0743
nonlocal length 0.385 nm; photon ratio with distance reduced by it 0.0753
intensity attenuation through 100 nm metal 4.77e-04
air-cone photon ratio, same upward cone 0.2845
air-cone flux ratio at saturation 1.6202
pump: 405 nm, film index 1.80, metal -4.5+0.2i
pump intensity factor at emitter 2.7091
\end{verbatim}
